# Threshold quantum defect of a Coulomb field with a hard core

An electron of mass $m$ moves without relativity or spin about a fixed nucleus. Its potential energy is $-Ze^2/(4\pi\varepsilon_0 r)$ for $r>a$, and an impenetrable wall stands at $r=a$. Let

$$a_Z=\frac{4\pi\varepsilon_0\hbar^2}{mZe^2},\qquad E_Z=\frac{\hbar^2}{2ma_Z^2},\qquad \rho=\frac r{a_Z},\qquad R=\frac a{a_Z}.$$

Bound levels of angular momentum $l$ are written $E=-E_Z/\nu^2$ with $\nu=n-\mu_n$. The label $n=l+1,l+2,\dots$ counts them upwards, and $\mu_n$ is the quantum defect. The core radius $a$ and $l$ stay fixed as $n$ grows.

## (a) Threshold solutions

**Question.** Write the radial equation in $\rho$ and solve it at $E=0$.

**Answer.** With $u=r\times$(radial function),

$$-\frac{\hbar^2}{2m}\left[\frac{d^2u}{dr^2}-\frac{l(l+1)}{r^2}u\right]-\frac{Ze^2}{4\pi\varepsilon_0r}u=Eu .$$

Multiplication by $-2ma_Z^2/\hbar^2$ turns the Coulomb coefficient into $2/\rho$ and the right-hand side into $-(E/E_Z)u=u/\nu^2$. Moving this term to the left gives

$$u''+\left[\frac2\rho-\frac{l(l+1)}{\rho^2}-\frac1{\nu^2}\right]u=0,\qquad u(R)=0,\quad u(\infty)=0. \tag{1}$$

At threshold the term $1/\nu^2$ is absent. Put $y=\sqrt{8\rho}$ and $u=\sqrt\rho\,w(y)=yw/\sqrt8$. Since $dy/d\rho=4/y$,

$$u'=\frac4{\sqrt8}\left(w_y+\frac wy\right),\qquad
u''=\frac{16}{\sqrt8\,y}\left(w_{yy}+\frac{w_y}y-\frac w{y^2}\right).$$

The remaining terms are $\frac{16}{\sqrt8\,y}\left[1-4l(l+1)/y^2\right]w$. Because $4l(l+1)+1=(2l+1)^2$, the sum is Bessel's equation,

$$w_{yy}+\frac{w_y}y+\left[1-\frac{(2l+1)^2}{y^2}\right]w=0 .$$

The two solutions are $\sqrt\rho\,J_{2l+1}(\sqrt{8\rho})$ and $\sqrt\rho\,Y_{2l+1}(\sqrt{8\rho})$. The wall fixes their ratio, but decay below threshold must still be related to it.

## (b) The decaying solution

**Question.** Replace $l$ by a real or complex $\lambda$ near $l$, with $2\lambda$ not an integer. Using

$$\phi_\lambda=\rho^{\lambda+1}e^{-\rho/\nu}\sum_{k=0}^\infty\frac{(\lambda+1-\nu)_k}{k!\,\Gamma(2\lambda+2+k)}\left(\frac{2\rho}\nu\right)^k,$$

where $(c)_k=\Gamma(c+k)/\Gamma(c)$, find the combination of $\phi_\lambda$ and $\phi_{-\lambda-1}$ that decays.

**Answer.** Inserting $u=\rho^{\lambda+1}e^{-\rho/\nu}h(z)$, $z=2\rho/\nu$, in (1) gives

$$zh''+(2\lambda+2-z)h'-(\lambda+1-\nu)h=0 .$$

A series $h=\sum c_kz^k$ requires $(k+1)(k+2\lambda+2)c_{k+1}=(k+\lambda+1-\nu)c_k$, which the stated coefficients obey. The equation is unchanged by $\lambda\to-\lambda-1$, so $\phi_{-\lambda-1}$ is also a solution.

For large $k$, $\Gamma(\lambda+1-\nu+k)/\Gamma(2\lambda+2+k)\simeq k^{-\lambda-1-\nu}$. The weights $z^k/k!$ are concentrated near $k=z$, so the sum grows as $z^{-\lambda-1-\nu}e^z/\Gamma(\lambda+1-\nu)$. With $G=e^{\rho/\nu}(2\rho/\nu)^{-\nu}$, the growing parts are

$$\phi_\lambda\to\frac{(\nu/2)^{\lambda+1}}{\Gamma(\lambda+1-\nu)}G,\qquad
\phi_{-\lambda-1}\to\frac{(\nu/2)^{-\lambda}}{\Gamma(-\lambda-\nu)}G .$$

They cancel in

$$\frac{(\nu/2)^{-\lambda}}{\Gamma(-\lambda-\nu)}\phi_\lambda-\frac{(\nu/2)^{\lambda+1}}{\Gamma(\lambda+1-\nu)}\phi_{-\lambda-1}.$$

The reflection formula $\Gamma(t)\Gamma(1-t)=\pi/\sin\pi t$ gives

$$\frac1{\Gamma(-\lambda-\nu)}=-\frac{\Gamma(\nu+\lambda+1)\sin\pi(\nu+\lambda)}\pi,\qquad
\frac1{\Gamma(\lambda+1-\nu)}=\frac{\Gamma(\nu-\lambda)\sin\pi(\nu-\lambda)}\pi .$$

Multiplying by $-\pi/[\Gamma(\nu-\lambda)\nu^{\lambda+1}]$ and dividing by $\sin2\pi\lambda$, we obtain

$$F_\lambda=\frac{2^\lambda A\sin\pi(\nu+\lambda)\,\phi_\lambda+2^{-\lambda-1}\sin\pi(\nu-\lambda)\,\phi_{-\lambda-1}}{\sin2\pi\lambda},\qquad
A=\frac{\Gamma(\nu+\lambda+1)}{\Gamma(\nu-\lambda)\nu^{2\lambda+1}}. \tag{2}$$

## (c) Integer $l$ and large $\nu$

**Question.** Show that $F_\lambda$ remains usable at $\lambda=l$, and find its limit for $\nu\to\infty$ at fixed $\rho$.

**Answer.** At $\lambda=l$ the factors $1/\Gamma(-2l+k)$ remove the terms $k\le2l$ from $\phi_{-l-1}$. Put $k=2l+1+j$ and use

$$(-l-\nu)_{2l+1+j}=(-l-\nu)_{2l+1}(l+1-\nu)_j,\qquad(-l-\nu)_{2l+1}=-\frac{\Gamma(\nu+l+1)}{\Gamma(\nu-l)} .$$

The remaining series is that of $\phi_l$, and $\phi_{-l-1}=-2^{2l+1}A\phi_l$. Since $\sin\pi(\nu\pm l)=(-1)^l\sin\pi\nu$, the numerator of (2) becomes

$$(-1)^l\sin(\pi\nu)\left[2^lA\phi_l-2^{-l-1}2^{2l+1}A\phi_l\right]=0 .$$

The zero of $\sin2\pi\lambda$ is simple, so the singularity is removable. To see that $F_l$ decays, take the solution normalized to $e^{-\rho/\nu}\rho^\nu$ at infinity. It solves an integral equation started at infinity and is continuous in $\lambda$. Its Wronskian with $F_\lambda$ vanishes for $\lambda\ne l$, hence also at $l$.

Now let $\nu$ grow, with $\lambda$ on the circle $|\lambda-l|=\tfrac14$. Writing $\phi_\lambda=\rho^{\lambda+1}\sum_jb_j\rho^j$ in (1) gives

$$j(j+2\lambda+1)b_j+2b_{j-1}-\frac{b_{j-2}}{\nu^2}=0,\qquad b_0=\frac1{\Gamma(2\lambda+2)}.$$

Only $\nu^{-2}$ enters. Dropping it costs $O(\nu^{-2})$ and leaves $b_j=(-2)^j/[j!\,\Gamma(2\lambda+2+j)]$, a Bessel series. With $s=2\lambda+1$ and $y=\sqrt{8\rho}$,

$$\phi_\lambda\to2^{-\lambda-1/2}\sqrt\rho\,J_s(y),\qquad\phi_{-\lambda-1}\to2^{\lambda+1/2}\sqrt\rho\,J_{-s}(y).$$

For the Gamma functions,

$$\frac{\Gamma(\nu+p)}{\Gamma(\nu+q)}=\nu^{p-q}\left[1+\frac{(p-q)(p+q-1)}{2\nu}+O(\nu^{-2})\right].$$

Here $p=\lambda+1$, $q=-\lambda$, so $p+q-1=0$ and $A=1+O(\nu^{-2})$. Thus

$$F_\lambda\to\sqrt{\frac\rho2}\,\frac{\sin\pi(\nu+\lambda)J_s+\sin\pi(\nu-\lambda)J_{-s}}{\sin2\pi\lambda}.$$

The definition of $Y_s$ gives $J_{-s}=J_s\cos\pi s-Y_s\sin\pi s=-J_s\cos2\pi\lambda+Y_s\sin2\pi\lambda$. Expanding $\sin\pi(\nu+\lambda)=\sin[\pi(\nu-\lambda)+2\pi\lambda]$, the terms in $\sin\pi(\nu-\lambda)\cos2\pi\lambda$ cancel. The fraction becomes $\cos\pi(\nu-\lambda)J_s+\sin\pi(\nu-\lambda)Y_s$.

The difference between $F_\lambda$ and its limit is analytic in $\lambda$ inside the circle. By the maximum principle its $O(\nu^{-2})$ bound on the circle also holds at the centre:

$$F_l=(-1)^l\sqrt{\frac\rho2}\left[\cos(\pi\nu)J_{2l+1}(y)+\sin(\pi\nu)Y_{2l+1}(y)\right]+O(\nu^{-2}). \tag{3}$$

## (d) The threshold defect

**Question.** Show that $\mu_n$ has, modulo 1, a limit $\mu_0$ obeying

$$\tan(\pi\mu_0)=\frac{J_{2l+1}(x)}{Y_{2l+1}(x)},\qquad x=\sqrt{8a/a_Z}.$$

**Answer.** Set $F_l(R)=0$. The bracket in (3) is a sinusoid in $\nu$ of amplitude $\sqrt{J_{2l+1}^2+Y_{2l+1}^2}>0$, with simple zeros one unit apart. The estimates hold uniformly in a strip of complex $\nu$ about the real axis. Rouché's theorem therefore places one level within $O(\nu^{-2})$ of each distant zero.

With $\nu=n-\mu$, $\cos\pi\nu=(-1)^n\cos\pi\mu$ and $\sin\pi\nu=-(-1)^n\sin\pi\mu$. The zeros obey

$$J_{2l+1}(x)\cos\pi\mu_0-Y_{2l+1}(x)\sin\pi\mu_0=0,$$

which is the stated law; $Y_{2l+1}=0$ means $\cos\pi\mu_0=0$. The approach is $\mu_n-\mu_0=O(\nu^{-2})$. The reduction needs $R/\nu^2$ small, so it loses accuracy when the core is comparable with the orbit. For a large core, with $R\gg1$ and $R\gg l(l+1)$, this is not enough. The centrifugal term is then minor at and beyond the wall, and without it the local wavenumber $\sqrt{2/\rho-1/\nu^2}$ falls short of its threshold value by about $\sqrt{2\rho}/(4\nu^2)$. With that wavenumber the semiclassical phase from the origin to the outer turning point is $\pi\nu$, and the wall removes the part from $0$ to $R$. Integrating the shortfall over that part and dividing by $\pi$ gives, to leading order in $l(l+1)/R$, $\mu_n-\mu_0\simeq R^{3/2}/(3\sqrt2\,\pi\nu^2)$, so $R^{3/2}/\nu^2$ must also be small.

## (e) Branch and limiting cases

**Question.** Fix the integer left open by the tangent. Treat small and large cores.

**Answer.** The level $n$ has $n-l-1$ nodes outside the wall. Put the wall at the $q$-th node of the hydrogenic state $N$. The outer part of that state solves the problem with $\nu=N$ and $N-l-1-q$ nodes, so $n=N-q$ and $\mu_n=-q$.

Levels rise with $a$: any function allowed outside a larger core, continued by zero, is allowed outside a smaller one. As $N\to\infty$, the nodes tend to the points where $J_{2l+1}(\sqrt{8\rho})=0$. Hence, if $q$ positive zeros of $J_{2l+1}$ lie below $x$ and $x$ is not itself a zero,

$$-(q+1)<\mu_0<-q .$$

This branch starts at zero for $a=0$. With the Wronskian $J_sY_s'-J_s'Y_s=2/(\pi x)$, differentiation of the tangent law gives

$$\frac{\pi}{\cos^2\pi\mu_0}\frac{d\mu_0}{dx}=-\frac2{\pi xY_s^2}
\quad\Rightarrow\quad\frac{d\mu_0}{dx}=-\frac2{\pi^2x(J_s^2+Y_s^2)}<0,$$

because $1/\cos^2\pi\mu_0=(J_s^2+Y_s^2)/Y_s^2$. The repulsive wall makes the defect negative and raises the levels.

For small $x$ and $s=2l+1$, $J_s\simeq(x/2)^s/s!$ and $Y_s\simeq-(s-1)!(x/2)^{-s}/\pi$. Since $(x/2)^2=2a/a_Z$,

$$\mu_0\simeq-\frac{(2a/a_Z)^{2l+1}}{(2l+1)!\,(2l)!}.$$

The centrifugal barrier thus suppresses the effect of a small core at higher $l$. The law sets in slowly: for $l=0$ it gives $-0.0200$ against $-0.0184$ from the Bessel functions at $a=0.01a_Z$, and $-0.200$ against $-0.137$ at $a=0.1a_Z$.

For $x\gg(2l+1)^2$, $J_s/Y_s\simeq\cot\theta$ with $\theta=x-l\pi-3\pi/4$. So $\mu_0=\tfrac12-\theta/\pi$ plus an integer. The $q$-th zero of $J_s$ is near $x=(q+l+\tfrac14)\pi$, where $\mu_0=-q$; the integer is $-1$, and

$$\mu_0\simeq-\frac x\pi+l+\frac14 .$$

For $a=5a_Z$, $l=0$, this gives $-2.013+0.250=-1.763$, against $-1.782$ from the Bessel functions on the branch $q=1$.

## (f) Comparison with levels

**Question.** For $Z=1$ and $a=50$ pm, compare energies obtained from $\mu_0$ with levels of (1).

**Answer.** Here $a_Z=52.918$ pm, $E_Z=13.605693$ eV and $x=\sqrt{8(0.944863)}=2.749346$. No positive zero of $J_1$, $J_3$ or $J_5$ lies below $x$, so $-1<\mu_0<0$ in each case.

For $l=0$, $J_1/Y_1=0.426181/0.245784=1.733964$. The principal arctangent divided by $\pi$ is $0.333485$; the required branch is one lower, $\mu_0=-0.666515$. For $l=1$ and $2$, the principal values $-0.124463$ and $-0.003585$ already lie on the branch.

The reference levels are numerical eigenvalues of the radial Hamiltonian, found by Chebyshev collocation in $\sqrt r$ with a distant outer wall at $1800a_Z$. The last column is $-E_Z/(n-\mu_0)^2$; for $l=0$, $n=10$ it is $-13.605693/(10.666515)^2=-0.119585$ eV.

| $l$ | $n$ | $\mu_n$ | $E$ (eV) | from $\mu_0$ (eV) |
|---|---|---|---|---|
| 0 | 1 | −0.64239 | −5.04390 | −4.89894 |
| 0 | 5 | −0.66446 | −0.424037 | −0.423729 |
| 0 | 20 | −0.66636 | −0.0318561 | −0.0318556 |
| 1 | 2 | −0.09990 | −3.08548 | −3.01455 |
| 1 | 5 | −0.12046 | −0.518922 | −0.518112 |
| 1 | 20 | −0.12421 | −0.0335957 | −0.0335948 |
| 2 | 3 | −0.00183 | −1.50990 | −1.50814 |
| 2 | 5 | −0.00292 | −0.543592 | −0.543448 |
| 2 | 20 | −0.00354 | −0.0340022 | −0.0340020 |

Relative to the reference binding energy, the error for $l=0$ falls from 2.9% at $n=1$ to 0.07% at $n=5$ and about 0.0015% at $n=20$. The product $\nu^2(\mu_n-\mu_0)$ is 0.0659 at both $n=10$ and $n=20$, as expected for a correction proportional to $\nu^{-2}$.

This also accounts for the energy error. Since $dE/d\mu=-2E_Z/\nu^3$, replacing $\mu_n$ by $\mu_0$ raises the energy by about $2E_Z(0.0659)/\nu^5$. At $n=20$, $\nu=20.66636$, this is $4.8\times10^{-7}$ eV, the difference found from the unrounded energies.

The small-core formula would give $-1.890$, $-0.562$ and $-0.0084$ for $l=0,1,2$. It fails here because $2a/a_Z=1.89$ is not small. The Bessel ratio does not require a small core; it requires a level close enough to threshold.

Numerical values quoted here were computed with a short program.
